# Loop shift from a fixed sheet charge in a ferroelectric capacitor, part 2

How far does a fixed, laterally uniform sheet of charge $\sigma$ per unit area shift the hysteresis loop of a ferroelectric capacitor along the voltage axis? The shift is called $V_s$.

The stack is a ferroelectric of thickness $L$ between two identical linear layers of thickness $t$ and permittivity $\epsilon_i$, with identical electrodes. Fields $E$ and displacements $D$ are positive upward. $V$ is the potential of the lower electrode minus that of the upper. Across the sheet,

$$D_{\rm above}-D_{\rm below}=\sigma .$$

For a sheet in the lower linear layer, at distance $y$ from the lower electrode, a saturated loop shifts by

$$V_s=-\frac{\sigma y}{\epsilon_i}$$

for any switching law, with or without domains. A numerical test with 200 switching relays agreed. The inner face is $y=t$.

The sheet now lies inside the ferroelectric, at a fraction $u$ of its thickness from below. Symmetry requires

$$V_s(1-u)=-V_s(u).$$

Each plane is assumed to switch uniformly, following the Landau law

$$E=\alpha D+\beta D^3,\qquad \alpha<0,\quad\beta>0,$$

where $D$ includes the vacuum part $\epsilon_0E$. The remanent polarization obeys $P_r^2=-\alpha/\beta$. The coercive field $E_c=2|\alpha|P_r/(3\sqrt3)$ is reached at the turning points, where $\beta D^2=-\alpha/3$.

In a uniform linear film of permittivity $\epsilon$ at $V=0$, the fields are $-\sigma(1-u)/\epsilon$ below the sheet and $\sigma u/\epsilon$ above it, with zero thickness average. The "tempting estimate" lets the larger, upper part switch independently under its own bias. For a bare film ($t=0$) with $u=0.2$ it gives $-\sigma uL/\epsilon=-346$ mV.

The example uses $L=10$ nm, $t=0.5$ nm, relative permittivities of 40 for the linear layers and 32.6 for the linear film, $\sigma=5$ uC/cm2 $=0.05$ C/m2, $P_r=15$ uC/cm2, $E_c=1$ MV/cm, $\alpha=-1.732\times10^9$ V m/C and $\beta=7.698\times10^{10}$ V m$^5$/C$^3$.

### The bare film

Set $t=0$ first. Gauss's law ties the two sides together: once the displacement below the sheet is known, the one above follows. It is convenient to use the thickness average $q$. Write

$$D_{\rm below}=q-\sigma(1-u),\qquad D_{\rm above}=q+\sigma u .$$

The difference is $\sigma(u+1-u)=\sigma$, as required. Call the deviations from the average $\delta$. They are $-\sigma(1-u)$ with weight $u$, and $\sigma u$ with weight $1-u$. With angle brackets for the thickness average,

$$\langle\delta\rangle=-\sigma u(1-u)+\sigma u(1-u)=0,$$

$$\langle\delta^2\rangle=\sigma^2\left[u(1-u)^2+(1-u)u^2\right]=\sigma^2u(1-u),$$

$$\langle\delta^3\rangle=\sigma^3\left[-u(1-u)^3+(1-u)u^3\right]=\sigma^3u(1-u)\left[u^2-(1-u)^2\right].$$

In the second line the common factor $u(1-u)$ multiplies $(1-u)+u=1$. In the third line $u^2-(1-u)^2=2u-1$.

The voltage is $L$ times the average field. Expanding the cube,

$$\langle(q+\delta)^3\rangle=q^3+3q^2\langle\delta\rangle+3q\langle\delta^2\rangle+\langle\delta^3\rangle,$$

where the second term vanishes. Therefore

$$V=L\left[\alpha+3\beta\sigma^2u(1-u)\right]q+L\beta q^3+L\beta\sigma^3u(1-u)(2u-1).$$

The first two terms are odd in $q$ and describe a centred loop. The last one is constant and is the shift. It is cubic in the charge. The contribution linear in $\sigma$ has disappeared because the average deviation is zero, which is the counterpart of the zero average field in the linear film.

The absence of a linear shift does not depend on the Landau form. For any smooth odd law $E=f(D)$ and a small charge, the average field is

$$f(q)+\tfrac12f''(q)\langle\delta^2\rangle+\tfrac16f'''(q)\langle\delta^3\rangle+\dots$$

The second derivative of an odd function is odd, so the quadratic term keeps the loop centred. The first term that can shift it is the cubic one.

### Adding the linear layers

The lower linear layer has displacement $D_{\rm below}$ and the upper one $D_{\rm above}$. Their potential drops add

$$\frac t{\epsilon_i}(D_{\rm below}+D_{\rm above})=\frac{2tq}{\epsilon_i}+\frac{t\sigma(2u-1)}{\epsilon_i},$$

since $-\sigma(1-u)+\sigma u=\sigma(2u-1)$. Collecting all terms,

$$V=-Aq+Bq^3+V_s,\qquad B=\beta L,$$

$$A=-\left[\alpha L+\frac{2t}{\epsilon_i}+3\beta L\sigma^2u(1-u)\right],$$

$$V_s=(2u-1)\,\sigma\left[\frac t{\epsilon_i}+\beta L\sigma^2u(1-u)\right].$$

The factor $2u-1$ changes sign at the centre, as symmetry demands. At $u=0$ the cubic part vanishes and $V_s=-\sigma t/\epsilon_i$, which is the earlier result for a sheet on the inner face of the lower layer. At $u=1$ the sign is reversed. At $t=0$ the bare film returns.

The charge on the lower electrode is $D_{\rm below}=q-\sigma(1-u)$. It differs from $q$ by a constant, which the recorded loop again does not show.

### From the curve to the switching voltages

Start at large negative voltage, on the branch with negative $q$, and raise $V$. The state follows the curve while $dV/dq>0$. The branch ends where

$$\frac{dV}{dq}=-A+3Bq^2=0,\qquad q=-q_t,\quad q_t=\sqrt{\frac A{3B}} .$$

This requires $A>0$. For $A\le0$ the curve rises everywhere and this model has no hysteresis. At the end of the branch, using $Bq_t^2=A/3$,

$$V_+=V_s+Aq_t-Bq_t^3=V_s+\frac{2A}{3}q_t=V_s+\frac{2A^{3/2}}{3\sqrt{3B}} .$$

The downward branch ends at $q=+q_t$, where the same steps give

$$V_-=V_s-\frac{2A^{3/2}}{3\sqrt{3B}} .$$

The shift is half the sum of the two switching voltages, and the half-width is half their difference. A sheet inside the ferroelectric lowers $A$ and so narrows the loop. This effect contains $\sigma^2$, does not depend on the sign of the charge, and is largest at the centre, where the shift vanishes.

### The worked stack

Use $L=10$ nm, $t=0.5$ nm, a relative permittivity of 40 for the linear layers, and $\sigma=5$ uC/cm2. In SI units $\alpha L=-17.32$, $2t/\epsilon_i=2.82$ and $B=769.8$.

With the sheet on the lower inner face, $u=0$ and $A=17.32-2.82=14.50$. The half-width is

$$\frac{2\times14.50^{3/2}}{3\sqrt{3\times769.8}}\ \text{V}=0.766\ \text{V}.$$

With $V_s=-0.071$ V, the switching voltages are $+0.695$ and $-0.836$ V.

At $u=0.2$ the additional term in $A$ is $3\times769.8\times0.05^2\times0.16=0.92$, so $A=13.57$ and the half-width falls to 0.694 V. The shift has two parts:

$$-0.6\times70.6\ \text{mV}=-42.4\ \text{mV},$$

$$-0.6\times769.8\times0.05^3\times0.16\ \text{V}=-9.24\ \text{mV}.$$

Together they give $-51.6$ mV. With all other settings fixed, the position of the sheet has the following effect.

| $u$ | shift (mV) | half-width (V) |
|---|---|---|
| 0.0 | −70.6 | 0.766 |
| 0.2 | −51.6 | 0.694 |
| 0.5 | 0.0 | 0.654 |
| 0.8 | +51.6 | 0.694 |
| 1.0 | +70.6 | 0.766 |

As a test of the algebra, the turning points were also found numerically from the voltage summed over 1000 slices of the ferroelectric. For these five positions, with and without linear layers, shift and half-width agreed with the formulas to better than 0.001 mV.

The shift matters for writing. With the sheet at $u=0$ and a drive of $\pm0.80$ V, the film can switch up at $+0.695$ V but cannot switch down, since that needs $-0.836$ V. Without the charge, both directions would switch at 0.766 V. Loss of one state at zero voltage would need a shift larger than the half-width. At $u=0$ the half-width does not depend on $\sigma$, and the required charge is $5\times0.766/0.0706\approx54$ uC/cm2, more than three times $P_r$. In this example a failure to write comes long before the loss of a stored state.

### Back to the tempting estimate

For the bare 10 nm film with $u=0.2$, the cubic shift alone remains, $-9.24$ mV. This position is nearly the most effective one. The function $u(1-u)(1-2u)$ has derivative $1-6u+6u^2$, which vanishes at $u=(1-1/\sqrt3)/2=0.211$ in the lower half. The tempting estimate of $-346$ mV is thus wrong for a uniformly switching film with this cubic law by a factor of about 37. The factor depends on the law, because the shift follows $f'''$, which $P_r$ and $E_c$ do not fix. The law $E=\alpha D+\gamma D^5$ with the same $P_r$ and $E_c$ gives about $-27$ mV, a factor of 13.

It is right for another film. Suppose that the strip of thickness $a=uL$ below the sheet is pinned and responds linearly, with permittivity $\epsilon$ and a frozen polarization $P_0$. Its field is $(D_f-\sigma-P_0)/\epsilon$, where $D_f$ is the displacement above the sheet. The constant part of its potential drop is

$$V_s=-\frac{(\sigma+P_0)a}{\epsilon}.$$

For $P_0=0$ and a relative permittivity of 32.6 this is $-\sigma uL/\epsilon=-346$ mV, the same expression as the bias estimate. If the remaining 8 nm follow the Landau law, the half-width of this loop is only 0.28 V. Both switching voltages are then negative, and only the upward state survives at zero voltage. What separates $-9$ from $-346$ mV is whether the strip between charge and electrode switches together with the rest of the film. A frozen polarization acts as additional sheet charge. If it is comparable with $P_r$, it outweighs the fixed charge of this example.

### The vacuum part of the displacement

If the Landau law holds for the polarization $P$ instead of $D$, then $P=D-\epsilon_0E$. To first order in $\epsilon_0$, the law $E=f(P)$ with $f(D)=\alpha D+\beta D^3$ becomes

$$E\simeq f(D)-\epsilon_0f(D)f'(D)=f-\frac{\epsilon_0}{2}(f^2)' .$$

For small $\sigma$ the shift of the bare film is proportional to the third derivative of the law at the turning point. The original law has $f'''=6\beta$. For the correction, $f^2=\alpha^2D^2+2\alpha\beta D^4+\beta^2D^6$, and its fourth derivative is $48\alpha\beta+360\beta^2D^2$. At the turning point $\beta D^2=-\alpha/3$, which makes this $-72\alpha\beta=72|\alpha|\beta$. The third derivative becomes

$$6\beta-36\epsilon_0|\alpha|\beta=6\beta(1-6\epsilon_0|\alpha|).$$

Here $\epsilon_0|\alpha|=0.0153$, so the shift should shrink by about 9 percent, from $-9.24$ to $-8.4$ mV. If a background permittivity $\epsilon_b$ takes the place of $\epsilon_0$ with the same $\alpha$ and $\beta$, the factor becomes $1-6\epsilon_b|\alpha|$. It vanishes near a relative value of 11, and for a relative value of 30 the shift of the bare film is about $+15$ mV. The size and even the sign of the cubic shift therefore depend on how the dielectric response is divided between the switching polarization and the background.

A time-dependent calculation checks this. The ferroelectric was divided into 20 cells, each with its own polarization relaxing in its own field, with the vacuum displacement included and the voltage swept from $-2.5$ to $+2.5$ V and back. The shift was read from the voltages at which the mean polarization crosses zero. The bare film at $u=0.2$ gave $-8.42$ mV. With the linear layers present, the results were $-70.6$ mV at $u=0$, $-51$ mV at $u=0.2$ and 0.0 mV at the centre. These results are listed in the numerical output.

### Beside a real capacitor

The parameters lie in the regime of a thin hafnium-zirconium-oxide memory capacitor: a thickness near 10 nm, a remanent polarization of 10 to 20 uC/cm2 and a coercive field near 1 MV/cm are rough typical values. The linear layers are an assumption of the model. The charge, $3.1\times10^{13}$ elementary charges per cm2, is a third of $P_r$ and was chosen large so that the cubic term would be visible. Real films switch through domains, which breaks the assumption of uniform switching. For charge in a linear layer, this leaves the shift of $-70.6$ mV unchanged. For charge inside the ferroelectric the formula for uniform switching no longer applies, and I have not calculated the shift with domains. The values $-9$ and $-346$ mV, for uniform switching and for a pinned strip, show only how much depends on whether the strip next to the electrode switches. They are not bounds.

The linear layers are also heavily stressed. At a drive of 1.5 V with the sheet at $u=0$, the largest field in them is 6.3 MV/cm. It occurs in the lower layer when the ferroelectric points down, because the fields of polarization and sheet then add. Even at zero voltage the field there is 5.2 MV/cm in this state. Breakdown fields of several to ten MV/cm are typical of thin oxides with low permittivity, whereas oxides with a permittivity near 40 usually break down at a few MV/cm. The numbers therefore illustrate the size of the shift and do not describe a layer that could be expected to last. Strong leakage is likely. Leakage that neutralizes half of the sheet halves its shift.

Whether the charge is fixed at all depends on what carries it. For a rectangular barrier of height $\phi$, the time for an electron to tunnel over a distance $y$ is roughly

$$\tau\simeq\frac{e^{2\kappa y}}{\nu},\qquad\kappa=\frac{\sqrt{2m\phi}}{\hbar}.$$

With $\phi=2$ eV, the free electron mass and an attempt rate $\nu=10^{13}$ per second, a distance of 0.5 nm gives about $10^{-10}$ s. Setting $\tau$ to ten years and solving for $y$ gives 3.4 nm. Tunnelling masses in oxides of high permittivity are smaller than the free mass, and a mass of 0.2 free masses raises this distance to 7.6 nm. A trap that can exchange electrons with the metal therefore does not hold a fixed charge at the inner face. The sheet has to consist of ions whose empty electron level stays above the Fermi level of the metal throughout the drive. Such ions must not hop either. With the same attempt rate, a mean waiting time of ten years requires a hopping barrier $k_BT\ln(\nu\tau)$, which is 1.5 eV at 358 K. This is the barrier that must remain in the field. For a singly charged ion and a hop of 0.3 nm along a field of 5.2 MV/cm, the field lowers the barrier by about 0.08 eV, so the barrier without field must be higher by this amount.

Finally, the mean spacing of the charges is 1.8 nm, more than their distance of 0.5 nm from the electrode. The formulas use the laterally averaged charge. The uneven remainder produces local fields in the ferroelectric that may change where switching begins, and I have not estimated their effect on the loop.

## Computed values

```
ferroelectric thickness L: 10 nm
each linear layer t: 0.5 nm
relative permittivity of linear layers: 40 
remanent polarization: 15 uC/cm2
intrinsic coercive field: 1 MV/cm
sheet charge sigma: 5 uC/cm2
sheet density: 3.12e+13 charges/cm2
alpha: -1.732e+09 V m/C
beta: 7.698e+10 V m5/C3
Uniform linear film, V=0, sheet at u=0.2
relative permittivity used: 32.6 
field below sheet: -1.386 MV/cm
field above sheet: 0.3464 MV/cm
average field: 0.000 MV/cm
Sheet in lower linear layer
formula shift, y=0.25 nm: -35.3 mV
relay model shift, y=0.25 nm: -35.3 mV
formula shift, y=0.5 nm: -70.6 mV
relay model shift, y=0.5 nm: -70.6 mV
Landau dynamics shift, y=0.5 nm: -70.6 mV
Landau stack: u, shift (mV), V+ (V), V- (V), half-width (V)
0.0  -70.6  +0.695  -0.836  0.766
0.2  -51.6  +0.642  -0.745  0.694
0.5  -0.0  +0.654  -0.654  0.654
0.8  +51.6  +0.745  -0.642  0.694
1.0  +70.6  +0.836  -0.695  0.766
u=0.2, linear part of shift: -42.4 mV
u=0.2, cubic part of shift: -9.24 mV
u=0.2, Landau dynamics shift: -51 mV
u=0.5, Landau dynamics shift: 0.0 mV
No linear layers, u=0.2
mistaken bias estimate: -346 mV
formula shift: -9.24 mV
dynamics with vacuum displacement: -8.42 mV
Neglected effects, sheet at y=0.5 nm
drive amplitude: 1.5 V
largest field in linear layers: 6.3 MV/cm
mean spacing of charges: 1.8 nm
assumed tunnel barrier: 2 eV
assumed attempt rate: 1e+13 1/s
electron escape time over 0.5 nm: 1e-10 s
distance for ten-year electron trapping: 3.4 nm
temperature of use: 358 K
ion hopping barrier for ten years: 1.5 eV
```
